\section*{Second-Order Conduction-Edge Shift from Random Yukawa-Screened Donors, part 2}

A heavily doped semiconductor contains $N$ singly charged donors at independent, uniformly random positions $\mathbf R_j$, with density $n$. The problem is to find how far this disorder moves the bottom of the conduction band at second order in the donor potential. The quantity sought is the energy of the zero-wave-vector electron averaged over donor positions, not the lowest state in the sample. Hartree atomic units are used, and the effective mass $m$ is a multiple of the free-electron mass. In a medium of dielectric constant $\varepsilon$, one donor gives the electron the Yukawa potential energy
\begin{equation}
v(r)=-\frac{e^{-\kappa r}}{\varepsilon r},\qquad \lambda=\frac1\kappa ,
\label{eq:yukawa}
\end{equation}
where $\lambda$ is the screening length. Its Fourier transform is $v(q)=-4\pi/[\varepsilon(q^2+\kappa^2)]$.

The first half took $n$ and $\lambda$ as independent and the band as isotropic and parabolic. The mean potential is set to zero by neutrality, so there is no first-order shift. With $\rho_{\mathbf q}=\sum_{j=1}^N e^{-i\mathbf q\cdot\mathbf R_j}$, independent positions give $\langle|\rho_{\mathbf q}|^2\rangle=N$ for $\mathbf q\ne0$, and the second-order shift is
\begin{equation}
\Delta E_2=-n\int\frac{d^3q}{(2\pi)^3}\frac{|v(q)|^2}{q^2/2m}
=-4\pi(n\lambda^3)E^*=-\frac{W^2}{E_\lambda},
\label{eq:recall}
\end{equation}
with $E^*=m/\varepsilon^2$, $W^2=2\pi n\lambda/\varepsilon^2$ the variance of the donor potential, and $E_\lambda=1/(2m\lambda^2)$. The radial integral in the shift is $\int_0^\infty dq/(q^2+\kappa^2)^2=\pi/(4\kappa^3)$. Stopping it at $q=x\kappa$ gives the fraction
\begin{equation}
f(x)=\frac2\pi\left(\arctan x+\frac{x}{1+x^2}\right)
\label{eq:fraction}
\end{equation}
of the full shift.

Repeated scattering by one donor is described by the scattering length $a_s$: the zero-energy wave tends to $1-a_s/r$ far from the donor. Donors that act separately shift the energy by $2\pi na_s/m$. With the effective Bohr radius $a=\varepsilon/m$, the first two orders are $a_s^{(1)}=-2\lambda^2/a$, whose uniform shift neutrality removes, and $a_s^{(2)}=-2\lambda^3/a^2$, which gives $\Delta E_2$. Neglect of higher orders requires $\lambda/a\ll1$.

What remains is the effect of many overlapping donors, the shape of a silicon valley, and the origin of $\lambda$ itself.

\subsection*{(f) Sensitivity to the energy denominator}

\textbf{Question.} Suppose that the initial level is lowered by $D$ while the intermediate states keep their unperturbed energies. How does the second-order integral change, and which small parameter controls the change?

\textbf{Solution.} The denominator $q^2/2m$ becomes $q^2/2m+D=(q^2+p^2)/2m$, with $p^2=2mD$. The integral $\int_0^\infty dq/(q^2+\kappa^2)^2$ in the shift is therefore replaced by
\begin{equation}
I(p)=\int_0^\infty\frac{q^2\,dq}{(q^2+\kappa^2)^2(q^2+p^2)} .
\end{equation}
Begin with a single factor $q^2+\kappa^2$ and split the fraction:
\begin{align}
J&=\int_0^\infty\frac{q^2\,dq}{(q^2+\kappa^2)(q^2+p^2)}\notag\\
&=\frac1{\kappa^2-p^2}\int_0^\infty dq\left[\frac{\kappa^2}{q^2+\kappa^2}-\frac{p^2}{q^2+p^2}\right]\notag\\
&=\frac{\pi}{2}\,\frac{\kappa-p}{\kappa^2-p^2}=\frac{\pi}{2(\kappa+p)} .
\end{align}
Differentiation with respect to $\kappa^2$ supplies the second factor:
\begin{equation}
I(p)=-\frac{\partial J}{\partial(\kappa^2)}
=-\frac1{2\kappa}\frac{\partial J}{\partial\kappa}
=\frac{\pi}{4\kappa(\kappa+p)^2}.
\end{equation}
At $p=0$ this is $\pi/(4\kappa^3)$, as before. The ratio $I(p)/I(0)$ is $(1+p\lambda)^{-2}$, so a self-consistent lowering obeys
\begin{equation}
D=\frac{|\Delta E_2|}{(1+\lambda\sqrt{2mD})^2}.
\label{eq:selfconsistent}
\end{equation}
To lowest order $D=|\Delta E_2|=W^2/E_\lambda$ on the right-hand side. Then $p^2\lambda^2=2m\lambda^2D=D/E_\lambda=W^2/E_\lambda^2$, and
\begin{equation}
p\lambda=\frac{W}{E_\lambda}=\sqrt{\frac{8\pi n\lambda^5}{a^2}} .
\label{eq:second}
\end{equation}

Equation \eqref{eq:selfconsistent} should not be read as an improved answer. Intermediate states with $q$ well below $1/\lambda$ are themselves lowered by a similar amount, and a common lowering drops out of the energy difference. States with larger $q$ are lowered less, so the cancellation is not complete, but it removes the term linear in $W/E_\lambda$. What remains is of relative order $(W/E_\lambda)^2$, up to a logarithm. The equation measures how much the answer depends on a choice that second-order theory does not settle. That dependence is weak when $W/E_\lambda\ll1$. At fixed density this parameter grows as $\lambda^{5/2}$, faster than $\lambda/a$. When it approaches one, a typical fluctuation of the potential is as large as the kinetic cost of confining the electron within it, and a weakly perturbed plane wave is no longer a sound starting point.

\subsection*{(g) An ellipsoidal valley}

\textbf{Question.} A conduction valley of silicon has one longitudinal mass $m_l$ and two equal transverse masses $m_t<m_l$. Which mass belongs in the shift?

\textbf{Solution.} Let $\mathbf q$ be measured from the valley minimum, and let $u$ be the cosine of its angle to the long axis. The kinetic energy is
\begin{equation}
\frac{q^2}{2}\left(\frac{1-u^2}{m_t}+\frac{u^2}{m_l}\right).
\end{equation}
The screened potential depends on the length of $\mathbf q$ alone, so the angular and radial integrals separate. The radial one is unchanged. The angular one replaces $m$ by the mean of the inverse bracket:
\begin{align}
\bar m&=\int_0^1\frac{du}{(1-u^2)/m_t+u^2/m_l}
=m_t\int_0^1\frac{du}{1-s^2u^2}
=m_t\,\frac{\operatorname{artanh}s}{s},\\
s^2&=1-\frac{m_t}{m_l}.
\label{eq:mass}
\end{align}
For equal masses $s\to0$ and $\bar m\to m_t$, as it should. Within this model the anisotropy is thus included without approximation in $\Delta E_2$. Transitions from one valley to another are left out of the model.

\subsection*{(h) When the carriers set the screening length}

\textbf{Question.} Let each donor supply one conduction electron, and let these electrons do the screening. How does the shift depend on density for a degenerate and for a nondegenerate electron gas?

\textbf{Solution.} Let $U$ be the electron's potential energy near one donor at the origin. If $U$ is weak and varies slowly, the local electron density changes by $\delta n=-(\partial n/\partial\mu)U$, where $\mu$ is the chemical potential. The charge density is $\delta(\mathbf r)-\delta n$. The potential energy of a negative electron has the opposite sign to the electrostatic potential, so Poisson's equation reads
\begin{equation}
\nabla^2U=\frac{4\pi}{\varepsilon}\left[\delta(\mathbf r)+\frac{\partial n}{\partial\mu}U\right],
\qquad
\kappa^2=\frac{4\pi}{\varepsilon}\frac{\partial n}{\partial\mu}.
\label{eq:kappa}
\end{equation}
Its decaying solution is the Yukawa potential of the first half.

For a degenerate gas in $\nu$ equivalent valleys, counting both spins, $n=\nu k_F^3/3\pi^2$ and $E_F=k_F^2/2m_d$. Here $m_d=(m_lm_t^2)^{1/3}$ is the density-of-states mass of one valley. Since $n\propto E_F^{3/2}$, the derivative is $\partial n/\partial\mu=3n/2E_F$, and
\begin{equation}
\kappa^2=\frac{6\pi n}{\varepsilon E_F}\propto n^{1/3},
\qquad \lambda\propto n^{-1/6},
\qquad |\Delta E_2|\propto n\lambda^3\propto n^{1/2}.
\label{eq:degenerate}
\end{equation}
More donors increase the shift, but their electrons also shorten the range, and half a power of $n$ is lost.

For a nondegenerate gas at temperature $T$, $n\propto e^{\mu/k_BT}$ and $\partial n/\partial\mu=n/k_BT$. Then $\lambda\propto n^{-1/2}$ at fixed temperature, and
\begin{equation}
|\Delta E_2|=\frac{4\pi nm}{\varepsilon^2}\left(\frac{\varepsilon k_BT}{4\pi n}\right)^{3/2}\propto n^{-1/2}.
\end{equation}
The growth at low density is formal. It comes from a growing $\lambda$, and the condition $\lambda/a\ll1$ fails on the way. For silicon at 300 K, with the masses and dielectric constant of part (i), $\lambda$ is already about $1.2a$ at $3\times10^{18}\ \mathrm{cm^{-3}}$, where the gas is only approaching the nondegenerate limit. The $n^{-1/2}$ law is therefore a limit of the formula and not a prediction for that material at room temperature.

The degenerate limit also has a restriction. There $\lambda/a\propto n^{-1/6}$ falls slowly with density, whereas equation \eqref{eq:second} gives $W/E_\lambda\propto n^{1/2}n^{-5/12}=n^{1/12}$, which rises slightly. Heavier doping therefore makes repeated scattering by one donor less important relative to the second-order shift, but it does not reduce the second parameter.

\subsection*{(i) Phosphorus-doped silicon}

\textbf{Question.} Evaluate the shift for silicon with $10^{20}\ \mathrm{cm^{-3}}$ phosphorus donors, all ionized. Use the rough typical values $\varepsilon=11.7$, $m_t=0.19$, $m_l=0.92$ and $\nu=6$, with degenerate screening.

\textbf{Solution.} The two masses come first. Equation \eqref{eq:mass} gives $s^2=1-0.19/0.92=0.793$ and $\bar m=0.304$. The density-of-states mass is $m_d=(0.92\times0.19^2)^{1/3}=0.321$. The first enters the shift and the second the screening.

The density is $n=0.1\ \mathrm{nm^{-3}}$, so
\begin{equation}
k_F=\left(\frac{3\pi^2\times0.1}{6}\right)^{1/3}\mathrm{nm^{-1}}=0.790\ \mathrm{nm^{-1}}.
\end{equation}
With the Bohr radius $0.0529$ nm and the Hartree energy $27.21$ eV, $E_F=k_F^2/2m_d$ becomes $74.0$ meV. Equation \eqref{eq:degenerate} then gives $\kappa=1.770\ \mathrm{nm^{-1}}$ and $\lambda=0.565$ nm. The effective atomic units are
\begin{equation}
a=\frac{11.7}{0.304}\times0.0529\ \mathrm{nm}=2.04\ \mathrm{nm},
\qquad
E^*=\frac{0.304}{11.7^2}\times27.21\ \mathrm{eV}=60.4\ \mathrm{meV}.
\end{equation}
Finally $n\lambda^3=0.1\times0.565^3=0.0180$, and
\begin{equation}
\Delta E_2=-4\pi\times0.0180\times60.4\ \mathrm{meV}\approx-13.7\ \mathrm{meV}
=-5.0\times10^{-4}\ \text{hartree}.
\end{equation}
The other form of the result shows the energies behind it: $W=73.3$ meV and $E_\lambda=393$ meV, so $-W^2/E_\lambda$ is again $-13.7$ meV.

The small parameters are $\lambda/a=0.277$ and $W/E_\lambda=0.187$. Both are below one, but neither is very small. If $\lambda$ is halved at fixed density, the shift is $-1.7$ meV. If it is doubled, the formula returns $-110$ meV. In that case $\lambda/a=0.555$, and $W/E_\lambda$ has grown by $2^{5/2}$ to about $1.06$, so the last number lies outside the range of the theory.

When the density changes and the screening follows it, the variation is much milder. At $5\times10^{19}\ \mathrm{cm^{-3}}$ the screening length is $0.634$ nm and the shift $-9.7$ meV. At $2\times10^{20}\ \mathrm{cm^{-3}}$ they are $0.503$ nm and $-19.4$ meV. Each doubling of the density multiplies the shift by $\sqrt2$.

\subsection*{(j) What the number leaves out}

\textbf{Question.} Estimate the main neglected effects for the same silicon. How far can the value from part (i) be trusted?

\textbf{Solution.} Each effect is taken alone, with the other settings of part (i) held fixed. The percentages are relative to $13.7$ meV.

\emph{Repeated scattering by one donor.} The radial equation is integrated numerically at $\lambda/a=0.277$ with the isotropic mass $\bar m$. Subtracting the first two orders from $a_s$ and multiplying by $2\pi n/\bar m$ leaves $-6.5$ meV, or 48\%. With the ellipsoidal kinetic energy the value is $-6.6$ meV. The expansion is therefore not well converged.

\emph{Energy denominator.} Solving equation \eqref{eq:selfconsistent} numerically gives a shift of $-10.2$ meV, smaller in magnitude by 26\%. This overstates the effect, because only the initial level is lowered. When every state is lowered by its own self-energy (the self-consistent Born approximation), the edge lies at $-13.0$ meV, smaller in magnitude by only 5\%. The crossed two-donor term of the same order has the opposite sign. It adds about $-2.5$ meV at that edge and depends logarithmically on the cutoff at small wave vectors.

\emph{Screening at finite wave vector.} Equation \eqref{eq:kappa} assumes a slowly varying potential. A free-electron gas at zero temperature responds less at larger $q$. In the static Lindhard description $\kappa^2$ is replaced by $\kappa^2F(y)$, with $y=q/2k_F$ and
\begin{equation}
F(y)=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right| .
\end{equation}
This function falls from 1 at $y=0$ to $\tfrac12$ at $y=1$. Here $2k_F=1.58\ \mathrm{nm^{-1}}$ is smaller than $\kappa$, so the weakened screening affects wave vectors that matter. Quadrature, with the isotropic mass $m_d$ in the screening, gives $-18.2$ meV, larger in magnitude by 33\%. With the six ellipsoidal valleys in the screening the value moves to $-19.2$ meV.

\emph{Nonlinear screening.} Equation \eqref{eq:kappa} also assumes a potential energy small compared with $E_F$. Here $W=73.3$ meV is about equal to $E_F=74.0$ meV, so the linear response of the electrons is not assured. The size of this effect is not calculated here.

\emph{Temperature.} At 300 K the thermal energy is $25.9$ meV, not negligible beside $E_F=74.0$ meV. Numerical Fermi--Dirac integrals for $\partial n/\partial\mu$ at the same density give $\lambda=0.603$ nm. The cube law turns this increase of 7\% into a shift of $-16.7$ meV, larger in magnitude by 22\%.

\emph{Band shape.} The silicon valley lies at about 0.85 of the way from the zone centre to the point X. With a lattice constant of about $0.543$ nm, the distance left to X is $0.15\times2\pi/0.543=1.74\ \mathrm{nm^{-1}}$. By equation \eqref{eq:fraction}, 19\% of the shift comes from momentum transfers longer than this. This share, taken over all directions, relies on the parabola and on plane waves far from the valley minimum. One part of the error can be estimated. A nonparabolicity of about $0.5\ \mathrm{eV^{-1}}$ gives $-15.2$ meV when it enters the energy denominator alone and $-13.8$ meV when it also enters the screening. The error from the plane-wave matrix elements is not calculated here.

\emph{Interaction between electrons.} An electron at the valley bottom has an exchange energy with the filled states of its own valley and spin. For the unscreened interaction, and with the Fermi surface of the valley replaced by a sphere of radius $k_F$, it is
\begin{equation}
-\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{4\pi}{\varepsilon k^2}
=-\frac{2k_F}{\pi\varepsilon}=-62\ \mathrm{meV}.
\end{equation}
Static screening replaces $k^2$ in the denominator by $k^2+\kappa^2$ and reduces the exchange to $-3.7$ meV. In the same static approximation, the energy of the electron is also lowered by the depletion of other electrons around it. This Coulomb-hole term is half the change of the interaction at its own position:
\begin{equation}
\frac1{2\varepsilon}\lim_{r\to0}\frac{e^{-\kappa r}-1}{r}=-\frac{\kappa}{2\varepsilon}=-109\ \mathrm{meV}.
\end{equation}
The two screened terms add to about $-113$ meV, some eight times the donor shift. They ignore the finite response time of the electron gas and the weakening of its response at large wave vectors. Together these omissions make the sum too large in magnitude. Static Lindhard screening reduces it to about $-61$ meV. The dynamic random-phase self-energy at the valley bottom, with spherical valleys of mass $m_d$, is about $-43$ meV, some three times the donor shift. The unscreened exchange is an alternative estimate and must not be added to them.

The separate corrections to the donor term should not be summed either, because they are not independent: a longer screening length, for instance, also strengthens repeated scattering. Taken one at a time, and with all states lowered consistently in the energy denominator, the corrections calculated above put the donor shift between about $-13$ and $-20$ meV. Most of them increase its magnitude, and they can reinforce one another: Lindhard screening at 300 K with the isotropic mass gives $-21.6$ meV. The value $-13.7$ meV is the result of the stated second-order model, and for the real material it fixes a scale.

Silicon doped to this level is used in contact regions and emitters, and the density lies well above the metallic transition, which for phosphorus occurs at roughly a few times $10^{18}\ \mathrm{cm^{-3}}$. The masses and dielectric constant used here are ordinary values for silicon. Devices usually work near room temperature, which by itself moves the model result from $-13.7$ to $-16.7$ meV. The model also assumes that every donor is ionized and placed independently. Inactive donors would lower the carrier density, and correlated positions would change the average $\langle|\rho_{\mathbf q}|^2\rangle=N$ on which the result rests. The gap narrowing inferred from real devices at this doping is roughly of order 100 meV. It includes electron interactions and the movement of the valence edge, so it cannot be compared directly with the donor term. For the conduction edge, the estimates above make the donor term smaller than the interaction term, by a factor of about two to three when the random-phase value is used. The cubic dependence on $\lambda$ makes the donor term sensitive to the treatment of screening.
